# Exchange Energy of the Unpolarized Uniform Electron Gas, Derived Twice

## Result and starting point

For an unpolarized uniform electron gas whose state is a single determinant of plane waves, the exchange energy per electron is

$$
e_x=-\frac{3k_F}{4\pi}=-\frac{3}{4\pi}\left(\frac{9\pi}{4}\right)^{1/3}\frac{1}{r_s}\approx-\frac{0.4582}{r_s}\ \text{hartree}. \tag{1}
$$

Here $k_F$ is the radius of the occupied sphere in wave-vector space, and $r_s$, in bohr, is the radius of a sphere that holds one electron on average. Hartree atomic units are used throughout. The result contains no correlation energy: it belongs to the determinant, not to the true interacting ground state.

### The model and its density

Put $N$ electrons in a cube of edge $L$ and volume $V=L^3$, with periodic boundary conditions and a uniform positive background that makes the cube neutral. The spatial orbitals are

$$
\phi_{\mathbf k}(\mathbf r)=V^{-1/2}e^{i\mathbf k\cdot\mathbf r},
$$

where each component of $\mathbf k$ is an integer times $2\pi/L$. One allowed vector therefore occupies the volume $(2\pi)^3/V$, and for a large box

$$
\sum_{\mathbf k}\;\to\;V\int\frac{d^3k}{(2\pi)^3}. \tag{2}
$$

Each orbital with $|\mathbf k|<k_F$ holds one electron of each spin. The density $n=N/V$ is then

$$
n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. \tag{3}
$$

By definition $n=3/(4\pi r_s^3)$. Equating the two expressions gives $k_F^3=9\pi/(4r_s^3)$, hence

$$
k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}. \tag{4}
$$

This turns the first form of (1) into the second.

### Where $4\pi/q^2$ comes from

Let $w(\mathbf s)$ be the potential of a unit point charge, its periodic images and the compensating background. Within one cell, Poisson's equation reads

$$
-\nabla^2w(\mathbf s)=4\pi\left[\delta(\mathbf s)-\frac1V\right].
$$

Expand $w(\mathbf s)=V^{-1}\sum_{\mathbf q}w_{\mathbf q}e^{i\mathbf q\cdot\mathbf s}$. On each plane wave, $-\nabla^2$ gives a factor $q^2$. The delta function has all its coefficients equal to 1, and the background removes the one at $\mathbf q=0$. Thus

$$
w_{\mathbf q}=\frac{4\pi}{q^2}\qquad(\mathbf q\neq0).
$$

Poisson's equation leaves $w_0$ free, because a constant can be added to a potential. We choose $w_0=0$, so that the potential averages to zero.

The same function is the Fourier transform of $1/s$, provided the long-range tail is first damped. With $u$ the cosine of the angle between $\mathbf q$ and $\mathbf s$,

$$
\int d^3s\,\frac{e^{-\mu s}}{s}e^{-i\mathbf q\cdot\mathbf s}
=2\pi\int_0^\infty ds\,s\,e^{-\mu s}\int_{-1}^{1}du\,e^{-iqsu}
=\frac{4\pi}{q}\int_0^\infty ds\,e^{-\mu s}\sin qs=\frac{4\pi}{q^2+\mu^2},
$$

which tends to $4\pi/q^2$ as $\mu\to0$.

### The exchange sum

The exchange energy of a determinant is

$$
E_x=-\frac12\sum_\sigma\sum_{\mathbf k,\mathbf k'}\iint d^3r\,d^3r'\,
\phi^*_{\mathbf k}(\mathbf r)\phi_{\mathbf k'}(\mathbf r)\,w(\mathbf r-\mathbf r')\,
\phi^*_{\mathbf k'}(\mathbf r')\phi_{\mathbf k}(\mathbf r'),
$$

with both wave vectors occupied. The minus sign comes from the antisymmetry of the determinant. The factor $\tfrac12$ corrects for counting each pair twice. There is one spin sum because the exchange integral vanishes for opposite spins.

The four plane waves multiply to $V^{-2}e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}$, with $\mathbf q=\mathbf k-\mathbf k'$. The integrand depends on $\mathbf s=\mathbf r-\mathbf r'$ alone, so the remaining position integral gives $V$. The integral over $\mathbf s$ gives $w_{\mathbf q}$, and the double integral equals $w_{\mathbf q}/V$. The two spins give equal contributions, and their factor 2 cancels the $\tfrac12$:

$$
E_x=-\sum_{\mathbf k\neq\mathbf k'}\frac{4\pi}{V|\mathbf k-\mathbf k'|^2}. \tag{5}
$$

The classical electrostatic energy of the electrons and background is zero here, because their total charge density vanishes everywhere. Exchange is thus the whole Coulomb energy between distinct electrons in this determinant. In the periodic box each electron also interacts with its own images and their background. That energy is a constant proportional to $1/L$ per electron; it is left out of (5) and vanishes for a large box.

Applying (2) to both sums in (5) and dividing by $V$ gives

$$
\frac{E_x}{V}=-\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\int_{k'<k_F}\!\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}. \tag{6}
$$

The integrand diverges at $\mathbf k=\mathbf k'$, but the integral is finite: around that point $d^3q=4\pi q^2dq$ after the angular integration, and the $q^2$ cancels the divergence.

## First derivation: one electron at a time

### The level shift

Fix $\mathbf k$ and sum over all its exchange partners. This defines the exchange level shift

$$
\Sigma_x(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}. \tag{7}
$$

In the large-box limit, if orbital $\mathbf k$ is occupied, removing one electron from it changes $E_x$ by $-\Sigma_x(k)$; if it is empty, adding one changes $E_x$ by $+\Sigma_x(k)$. That orbital enters the double sum once as the first member of a pair and once as the second, which cancels the $\tfrac12$.

Take $\mathbf k$ as the polar axis, and let $u$ now be the cosine of the angle between $\mathbf k$ and $\mathbf k'$. Then $|\mathbf k-\mathbf k'|^2=k^2+k'^2-2kk'u$, and

$$
\int_{-1}^{1}\frac{du}{k^2+k'^2-2kk'u}
=\frac1{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}
=\frac1{kk'}\ln\left|\frac{k+k'}{k-k'}\right|.
$$

The azimuthal angle gives $2\pi$. The prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$, so

$$
\Sigma_x(k)=-\frac1{\pi k}\int_0^{k_F}dk'\,k'\ln\left|\frac{k+k'}{k-k'}\right|.
$$

One of the two factors $k'$ in the volume element has been cancelled by $1/(kk')$. With $k=xk_F$ and $k'=yk_F$ this becomes

$$
\Sigma_x=-\frac{k_F}{\pi x}J(x),\qquad
J(x)=\int_0^1dy\,y\ln\left|\frac{x+y}{x-y}\right|.
$$

Integrate by parts, choosing $(y^2-x^2)/2$ as the antiderivative of $y$. This choice vanishes at $y=x$ and suppresses the logarithmic singularity there, so the point $y=x$ adds no boundary term. The derivative of the logarithm is

$$
\frac1{x+y}+\frac1{x-y}=\frac{2x}{x^2-y^2}.
$$

Therefore

$$
\begin{aligned}
J(x)&=\left[\frac{y^2-x^2}{2}\ln\left|\frac{x+y}{x-y}\right|\right]_0^1
-\int_0^1dy\,\frac{y^2-x^2}{2}\,\frac{2x}{x^2-y^2}\\
&=\frac{1-x^2}{2}\ln\frac{1+x}{1-x}+x.
\end{aligned}
$$

At $y=0$ the logarithm is zero; the last integrand is the constant $-x$. The absolute value has been dropped because $x<1$ for an orbital inside the sphere. Inserting $J$ gives, for $x<1$,

$$
\Sigma_x(k)=-\frac{2k_F}{\pi}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}. \tag{8}
$$

### What the level shift says

For small $x$ the logarithm is approximately $2x$, so $F(0)=1$ and $\Sigma_x(0)=-2k_F/\pi$. Setting $\mathbf k=0$ in (7) gives the same value directly: the integrand is then constant in $k'$ once the volume element is included.

At the surface, $(1-x)\ln(1-x)\to0$, so $F(1)=\tfrac12$. An electron at the centre has occupied partners in every direction. One at the surface has them on one side only. To see why this gives exactly one half, use polar coordinates centred on $\mathbf k$ in (7). The volume element cancels $1/q^2$, and $\Sigma_x=-\frac{1}{2\pi^2}\int d\Omega\,\ell$, where $\ell$ is the distance from $\mathbf k$ to the surface of the sphere in each direction. At the centre $\ell=k_F$ over the full solid angle $4\pi$. At the surface $\ell=2k_F\cos\theta$, with $\theta$ measured from the inward normal, and this averages to $k_F$ over the solid angle $2\pi$. The shift is therefore half as large.

The slope at the surface is not finite. Differentiating (8),

$$
F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}\ln\frac{1+x}{1-x},
$$

which tends to $-\infty$ as $x\to1$. The slope of the Hartree–Fock orbital energy, $k^2/2+\Sigma_x(k)$, therefore diverges at $k_F$. The divergence is logarithmic and does not spoil the integral over the sphere. Both the infinite slope and the exact factor one half belong to the bare interaction $4\pi/q^2$. With the screened form $4\pi/(q^2+\mu^2)$ in (7) the slope at $k_F$ is finite for any $\mu>0$; at $r_s=2$ bohr and $\mu=1.1$ bohr$^{-1}$, for example, the surface shift is 0.72 of the central one. The divergence is a feature of the Hartree–Fock orbital energies and should not be read as a property of real metals, where the interaction is screened.

### Average over the Fermi sphere

Summing $\Sigma_x$ over all electrons counts every pair twice, so the energy per electron is half the average shift. The fraction of electrons between $x$ and $x+dx$ is $3x^2dx$. Hence

$$
e_x=\frac12\left(-\frac{2k_F}{\pi}\right)3\int_0^1dx\,x^2F(x). \tag{9}
$$

The logarithmic part requires

$$
K=\int_0^1dx\,x(1-x^2)\ln\frac{1+x}{1-x}.
$$

An antiderivative of $x(1-x^2)$ is $-(1-x^2)^2/4$, and the derivative of the logarithm is $2/(1-x^2)$. The boundary term vanishes at $x=1$ because $(1-x^2)^2$ suppresses the logarithm, and at $x=0$ because the logarithm is zero. What remains is

$$
K=\int_0^1dx\,\frac{(1-x^2)^2}{4}\,\frac{2}{1-x^2}
=\frac12\int_0^1dx\,(1-x^2)=\frac13.
$$

The average of $F$ is then

$$
3\int_0^1dx\,x^2F=3\left(\frac12\cdot\frac13+\frac14K\right)
=3\left(\frac16+\frac1{12}\right)=\frac34.
$$

Equation (9) becomes $e_x=-(k_F/\pi)(3/4)=-3k_F/(4\pi)$, as stated in (1).

## Second derivation: one momentum difference at a time

### Overlap of two spheres

Return to (6) and replace $\mathbf k'$ by $\mathbf q=\mathbf k-\mathbf k'$ at fixed $\mathbf k$. This is a reflection and a shift, so the volume element is unchanged. The conditions are now

$$
|\mathbf k|<k_F,\qquad |\mathbf k-\mathbf q|<k_F.
$$

For a given $\mathbf q$, the vector $\mathbf k$ must lie in both of two spheres of radius $k_F$ whose centres are a distance $q$ apart. Let $O(q)$ be the volume of their overlap. It vanishes for $q\geq2k_F$.

For smaller $q$, the plane midway between the centres cuts the overlap into two equal caps. Each cap is a stack of discs. At distance $z$ from the centre of its sphere the disc has area $\pi(k_F^2-z^2)$, and $z$ runs from $q/2$ to $k_F$. Thus

$$
\begin{aligned}
O(q)&=2\pi\int_{q/2}^{k_F}dz\,(k_F^2-z^2)\\
&=2\pi\left[k_F^2\left(k_F-\frac q2\right)-\frac13\left(k_F^3-\frac{q^3}{8}\right)\right]\\
&=\frac{4\pi k_F^3}{3}-\pi k_F^2q+\frac{\pi q^3}{12}. \tag{10}
\end{aligned}
$$

At $q=0$ this is the volume of a full sphere, and at $q=2k_F$ it is zero, as it should be.

### The remaining integral

Since $O$ does not depend on the direction of $\mathbf q$, equation (6) becomes

$$
\frac{E_x}{V}=-\frac1{(2\pi)^6}\int_0^{2k_F}dq\,4\pi q^2\,\frac{4\pi}{q^2}\,O(q)
=-\frac1{4\pi^4}\int_0^{2k_F}dq\,O(q). \tag{11}
$$

The factors $q^2$ have cancelled, and a polynomial is left:

$$
\int_0^{2k_F}dq\,O(q)
=\frac{8\pi k_F^4}{3}-2\pi k_F^4+\frac{\pi k_F^4}{3}=\pi k_F^4.
$$

So $E_x/V=-k_F^4/(4\pi^3)$. Dividing by the density (3),

$$
e_x=-\frac{k_F^4}{4\pi^3}\,\frac{3\pi^2}{k_F^3}=-\frac{3k_F}{4\pi}.
$$

Equation (11) also shows which momentum differences matter: equal intervals of $q$ contribute in proportion to $O(q)$, which falls steadily from $q=0$. The part with $q<k_F$ is

$$
\frac1{\pi k_F^4}\int_0^{k_F}dq\,O(q)=\frac43-\frac12+\frac1{48}=\frac{41}{48},
$$

about 85% of the exchange energy.

## A gas with $r_s=2$ bohr

For this round model value, $n=3/(4\pi\cdot2^3)=0.02984$ bohr$^{-3}$ and $k_F=0.9596$ bohr$^{-1}$. The level shifts from (8) are

- centre, $F=1$: $\Sigma_x=-2(0.9596)/\pi=-0.6109$ hartree;
- halfway out, $F=0.9120$: $\Sigma_x=-0.6109\times0.9120=-0.5571$ hartree;
- surface, $F=0.5$: $\Sigma_x=-0.3054$ hartree.

The average shift is $-0.6109\times0.75=-0.4582$ hartree. Half of it is

$$
e_x=-0.2291\ \text{hartree}=-6.234\ \text{eV}.
$$

The average shift has the same digits as the coefficient in (1) because $r_s=2$ cancels the factor $\tfrac12$.

The second route gives $\int O\,dq=\pi k_F^4=2.6636$ bohr$^{-4}$, and

$$
e_x=-\frac{2.6636}{4\pi^4\times0.02984}=-0.2291\ \text{hartree}.
$$

The surface value provides a further check. By (3), $k_F\propto n^{1/3}$, so $ne_x\propto n^{4/3}$ and $d(ne_x)/dn=\tfrac43e_x=-k_F/\pi$. Electrons added to the gas enter at the Fermi surface, so this derivative must equal $\Sigma_x(k_F)$, and it does.

## What each derivation assumes

**Shared assumptions.** Both derivations start from (6). They share the plane-wave determinant, equal spin populations, the bare Coulomb interaction and the limit of a large box. Their agreement checks the integrations, but it could not reveal a wrong factor in (6).

The large-box limit can be examined by evaluating (5) as a discrete sum. At $r_s=2$ bohr the numerical check gives:

| $N$ | $L$ (bohr) | $e_x$ (hartree) | error $\times L$ (hartree bohr) |
|---:|---:|---:|---:|
| 1850 | 39.58 | −0.1947 | 1.360 |
| 14306 | 78.26 | −0.2114 | 1.386 |
| 115554 | 157.03 | −0.2201 | 1.403 |

The error is the box value minus (1). It falls nearly as $1/L$, and even the largest box is still 3.9% too weak in magnitude. The omitted term $\mathbf q=0$ accounts for the sign and the approximate size. Replace its cell, of volume $(2\pi/L)^3$, by a ball of equal volume and radius $q_0=(2\pi/L)(3/4\pi)^{1/3}$. Near $q=0$ each electron has one partner per cell, so the missing energy per electron is about

$$
-\frac12\int_{q<q_0}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}=-\frac{q_0}{\pi}\approx-\frac{1.24}{L}.
$$

The ball is a crude stand-in for the cell and falls 9 to 12% short of the tabulated values. These rise toward 1.4186, the constant in the energy $-1.4186/L$ per electron of a simple cubic lattice of point charges in a neutralizing background, which is the self-image energy left out of (5). Adding it to the three box values gives $-0.2306$, $-0.2295$ and $-0.2292$ hartree.

Removing a $1/L$ error from the two larger boxes gives $-0.2289$ hartree, within 0.1% of (1).

**The first derivation** uses the spherical shape of the occupied region at an early stage: it makes $\Sigma_x$ a function of $k$ alone. In return it resolves the exchange energy by orbital. The surface slope is visible in (8) and cannot be read from the total energy.

**The second derivation** relies on an interaction that depends on $\mathbf q$ alone. For any such $v(q)$ that leaves the integral finite, the same change of variables gives

$$
\frac{E_x}{V}=-\frac1{(2\pi)^6}\int d^3q\,v(q)\,O(q).
$$

The sphere enters through $O$. For another occupied region, $O$ would be the overlap of that region with its shifted copy and could depend on the direction of $\mathbf q$. This route gives the weight of each momentum difference, but not the shift of an individual orbital.

**When the assumptions fail.** If all electrons have the same spin, one spin term remains. Both $E_x/V$ and $n$ are then halved at given $k_F$, so $e_x=-3k_F/(4\pi)$ still holds. At given density, however, $k_F^3=6\pi^2n$ is twice as large, and $e_x$ is stronger by the factor $2^{1/3}$. The coefficient 0.4582 therefore belongs to the unpolarized gas.

The determinant itself is the more serious restriction. Its kinetic energy per electron is $3\int_0^1dx\,x^2(k_F^2x^2/2)=3k_F^2/10$, so

$$
\frac{|e_x|}{3k_F^2/10}=\frac{5}{2\pi k_F}\propto r_s.
$$

At small $r_s$ the interaction is a small correction to the kinetic energy, and first-order perturbation theory in the interaction gives (1) as the leading Coulomb term. As $r_s$ grows this justification is lost. The example $r_s=2$ bohr already lies outside it: the ratio is 0.83, and the correlation energy, about $-0.045$ hartree per electron in the Perdew–Wang parametrization, is roughly a fifth of the exchange energy. Equation (1) remains the exchange energy of the chosen determinant, but the correlation energy it leaves out can no longer be assumed small.

## Computed results

```
coefficient e_x*rs = -0.458165 hartree bohr
rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.959579 bohr^-1
integral of x(1-x^2)ln((1+x)/(1-x)) = 0.333333 (no unit)
average of F over the sphere = 0.750000 (no unit)
k/kF = 0.0: F = 1.000000 (no unit), level shift from rays = -0.610887 hartree
k/kF = 0.5: F = 0.911980 (no unit), level shift from rays = -0.557117 hartree
k/kF = 1.0: F = 0.500000 (no unit), level shift from rays = -0.305444 hartree
average level shift = -0.458165 hartree
e_x from formula = -0.229083 hartree
e_x from formula = -6.2337 eV
e_x from ray lengths = -0.229083 hartree
integral of sphere overlap over q = 2.663625 bohr^-4
e_x from sphere overlap = -0.229083 hartree
box: N = 1850, L = 39.578 bohr, e_x = -0.194726 hartree, error*L = 1.3597 hartree bohr
box: N = 14306, L = 78.265 bohr, e_x = -0.211369 hartree, error*L = 1.3864 hartree bohr
box: N = 115554, L = 157.032 bohr, e_x = -0.220149 hartree, error*L = 1.4029 hartree bohr
largest box: cutoff wave number = 0.960292 bohr^-1
e_x extrapolated from two larger boxes = -0.22887 hartree
relative deviation of extrapolation = -0.092 percent
```
